# Lanczos Exciton Spectra as Gauss Quadrature and the Generalized Averaged Rule, part 2

We seek the absorption \(\varepsilon_2\) of a Hermitian Tamm-Dancoff Bethe-Salpeter matrix \(H\), with \(H|\lambda\rangle=E_\lambda|\lambda\rangle\), without computing its eigenstates. Let \(d\) be the vector of dipole lengths and \(V\) the volume. The two spin channels of a singlet enter with amplitude \(1/\sqrt2\) each, so \(|p_\lambda|=\sqrt2\,e\,|\langle\lambda|d\rangle|\), and

\[
\varepsilon_2(\omega)=C\int L_\eta(\hbar\omega-E)\,d\mu(E),\qquad C=\frac{2\pi e^2\|d\|^2}{\varepsilon_0V}.
\]

Here \(L_\eta(x)=(\eta/\pi)/(x^2+\eta^2)\), and \(\mu\) is the normalized dipole-weighted measure. From \(q_1=d/\|d\|\), \(k\) Lanczos products with \(H\) give orthonormal vectors \(q_j\), site energies \(\alpha_1,\dots,\alpha_k\) and couplings \(\beta_1,\dots,\beta_k\) of a tridiagonal chain \(J\), with \(\int f\,d\mu=[f(J)]_{11}\).

The Gauss rule \(G[T_k]\) keeps the leading \(k\times k\) block \(T_k\), with a wall behind site \(k\). Its nodes are the eigenvalues, its weights the squared first eigenvector components. The averaged rule \(Q\) continues the chain by its mirror image:

\[
\hat\alpha_{k+j}=\alpha_{k-j}\quad(1\le j\le k-1),\qquad
\hat\beta_k=\beta_k,\qquad
\hat\beta_{k+j}=\beta_{k-1-j}\quad(1\le j\le k-2).
\]

It splits into a \(v\) chain, \(T_{k-1}\), and a \(u\) chain, \(T_k^*\), which is \(T_k\) with last coupling \(s=(\beta_{k-1}^2+\beta_k^2)^{1/2}\):

\[
Q=\frac{\beta_k^2}{s^2}\,G[T_{k-1}]+\frac{\beta_{k-1}^2}{s^2}\,G[T_k^*].
\]

The first moment errors are

\[
\int E^{2k}d\mu-G[T_k](E^{2k})=\prod_{j=1}^{k}\beta_j^2 ,
\]

\[
\int E^{2k+1}d\mu-Q(E^{2k+1})=(\alpha_{k+1}-\alpha_{k-1})\prod_{j=1}^k\beta_j^2 .
\]

If the coefficients are constants \(\alpha,\beta\) for all \(j\ge r\), with \(r\le k-1\) and \(\beta_{r-1}\ne\beta\), \(Q\) first errs at degree \(m=4k-2r\). For \(r=1\) it is the Gauss rule of \(2k-1\) steps.

The example is a one-dimensional crystal with one valence and one conduction band and 801 \(k\) points. With \(\kappa\) the wave number times the lattice constant,

\[
E(\kappa)=2\ \text{eV}+(1\ \text{eV})(1-\cos\kappa).
\]

In the relative coordinate \(r\), counted in lattice constants, the interaction is \(-U/(1+|r|)\) with \(U=1\) eV, plus an exchange repulsion \(2J_x\) at \(r=0\) with \(J_x=0.1\) eV. Further, \(d_\kappa=(0.1\ \text{nm})(2\ \text{eV})/E(\kappa)\), the cell volume is 0.1 nm³, and \(\eta=0.05\) eV. If the dipole vector sat at \(r=0\) alone, then for \(n\ge2\)

\[
\alpha_n=3\ \text{eV}-\frac{U}{n},\qquad \beta_n=0.5\ \text{eV}.
\]

**Q:** Your dipole vector is not local, since \(d_\kappa\) depends on \(\kappa\).

**A:** True, so the first coefficients differ: \(\beta_1=0.586\) eV and \(\alpha_2=2.660\) eV, where the local formula would give 2.5 eV. Farther out the formula describes the numbers well. It predicts \(\alpha_{20}=2.950\) eV and \(\alpha_{60}=2.983\) eV, and the computed values are 2.950 and 2.983 eV. The couplings are \(\beta_{20}=0.4997\) eV and \(\beta_{60}=0.5000\) eV. The coefficients are not constant, but they drift slowly, and the mirror image makes a small error near the join.

**Q:** Small errors in coefficients are not yet small errors in a spectrum. Polynomial degrees do not settle it either, since a Lorentzian is no polynomial.

**A:** Go to the time domain. For \(x=\hbar\omega-E\),

\[
\frac1\hbar\int_0^\infty e^{i(x+i\eta)t/\hbar}dt=\frac{i}{x+i\eta}=\frac{\eta+ix}{x^2+\eta^2}.
\]

Its real part divided by \(\pi\) is \(L_\eta(x)\). Integrating over \(\mu\) gives

\[
\int L_\eta(\hbar\omega-E)\,d\mu=\frac{1}{\pi\hbar}\,\mathrm{Re}\int_0^\infty e^{i\omega t}e^{-\eta t/\hbar}\,c(t)\,dt,\qquad
c(t)=\big[e^{-iJt/\hbar}\big]_{11}.
\]

Here \(c(t)\) is the amplitude that a particle released at site 1 of the chain is found there again at time \(t\). An error in the coefficients at a distant site matters once the particle has been there and come back, and by then the factor \(e^{-\eta t/\hbar}\) has reduced it.

**Q:** How fast does the particle travel?

**A:** On a uniform stretch a wave with phase \(\phi\) per site has energy \(\alpha+2\beta\cos\phi\) and group speed \(2\beta|\sin\phi|/\hbar\) in sites per time. The shortest time per hop is \(\hbar/(2\beta)\). With \(2\beta=1\) eV this is 0.658 fs. The wall of the Gauss rule sends the wave back after about \(2k\) hops. In the mirrored chain the wave passes the join, with weak scattering if the coefficients match well, and returns from the far end after about \(4k\) hops. For \(k=20\) these times are

\[
40\times0.658\ \text{fs}=26.3\ \text{fs},\qquad 80\times0.658\ \text{fs}=52.7\ \text{fs}.
\]

**Q:** And do the computed signals go wrong at those times?

**A:** Somewhat earlier. The deviation from the full \(c(t)\) first exceeds 0.01 at 22.8 fs for the Gauss rule and at 46.3 fs for the averaged rule. The estimate counts hops at the group speed of a uniform chain and does not give a sharp arrival time. The cause of the early crossing was not examined. The ratio of the two times is 2.0, as the picture requires for the main echoes. A much lower threshold would already register the weak echo from the join, which returns after about \(2k\) hops, and the ratio would be smaller.

**Q:** Translate that into the number of steps I would save.

**A:** Keep the damping at the echo time and ignore prefactors. The Gauss error then scales as

\[
\exp\!\Big(-\frac{\eta}{\hbar}\,2k\,\frac{\hbar}{2\beta}\Big)=e^{-\eta k/\beta},
\]

and the averaged error scales as \(e^{-2\eta k/\beta}\). For \(k=20\), \(\eta=0.05\) eV and \(\beta=0.5\) eV we have \(\eta k/\beta=2\), so the averaged error should be smaller by about \(e^{2}\approx7.4\). The computed largest errors between 1.0 and 4.5 eV, relative to the peak of the spectrum, are 1.39% for Gauss and 0.19% for the averaged rule, a ratio of 7.1. Since prefactors were dropped, I would not read much into such close agreement.

The exponents also say that the same error should be reached with about half the steps. This keeps only the echo from the far end. The weak echo from the join is damped by \(e^{-\eta k/\beta}\) alone, so the doubled exponent holds only as long as that echo stays below the tolerance. To stay below 0.1% of the peak, the Gauss rule needs 45 steps and the averaged rule 24.

**Q:** An error of 1.4% of the peak looks harmless to begin with. Why bother?

**A:** Because the peak is the bound exciton, and the continuum is far lower. The lowest exciton lies at \(E_1=1.506\) eV, bound by 0.494 eV, and carries the fraction 0.642 of the measure. With \(C=6.03\) eV its own contribution at its centre is

\[
\frac{C\times0.642}{\pi\eta}=\frac{6.03\times0.642}{3.1416\times0.05}\approx24.6 ,
\]

and the full \(\varepsilon_2\) there is 24.7. The continuum values are of order one. For \(k=20\):

| \(\hbar\omega\) (eV) | full | Gauss | averaged |
|---|---|---|---|
| 1.506 | 24.70 | 24.70 | 24.70 |
| 2.5 | 1.275 | 1.127 | 1.314 |
| 3.0 | 1.089 | 0.906 | 1.091 |
| 3.5 | 0.477 | 0.450 | 0.475 |

At 3.0 eV the Gauss value is 17% too low relative to the full one, and the averaged value is 0.1% too high. At 2.5 eV the errors are 12% and 3%. Both rules already describe the exciton peak, so the benefit lies in the continuum.

**Q:** "Full" means what? And how do I know that \(C\) is right?

**A:** "Full" means dense diagonalization of the same 801-dimensional matrix, confirmed at two energies by solving the linear system with \(H-\hbar\omega-i\eta\) directly. It is a reference for the solver. It says nothing about what the model omits, such as antiresonant coupling, further bands and phonons.

The numerical factor in \(C\) was tested through the static response. At zero frequency the resonant and antiresonant terms contribute equally, \(|p_\lambda|^2/E_\lambda\) each, so with \(|p_\lambda|^2=2e^2|\langle\lambda|d\rangle|^2\)

\[
\varepsilon(0)-1=\frac{2}{\varepsilon_0V}\sum_\lambda\frac{|p_\lambda|^2}{E_\lambda}=\frac{4e^2\|d\|^2}{\varepsilon_0V}\int\frac{d\mu}{E}=\frac{2C}{\pi}\int\frac{d\mu}{E}.
\]

The averaged rule with \(k=20\) gives 2.1927. The energy lowering of the ground state in a small static field, computed by diagonalization with the field included, also gives 2.1927. Both calculations use the same dipole moments \(p_\lambda\), the same \(e^2/\varepsilon_0\) and the same volume, so the agreement tests only the quadrature and the numerical factor that links \(C\) to the static response. The spin factor \(\sqrt2\) rests on the argument given at the start.

**Q:** Now the part that worries me. The mirrored chain has a second attractive end. Does it not contain a second exciton?

**A:** It does, and at small \(k\) you can see it. The bound state at the near end and its image at the far end combine into two states, one in the \(v\) chain and one in the \(u\) chain. For \(k=6\) the lowest node of \(T_5\) is at 1.5065 eV with weight 0.324, and that of \(T_6^*\) is at 1.5053 eV with weight 0.318. The true level lies between them. The weights add up to 0.642, the weight of the true exciton. Measured from \(E_1\), the mean position of the pair is

\[
\frac{0.3236\times0.592-0.3179\times0.612}{0.6415}\ \text{meV}\approx-0.005\ \text{meV}.
\]

The splitting of 1.2 meV is far below the half width of 50 meV, so the broadened curve shows a single peak. A list of nodes, however, shows two levels where \(H\) has one.

**Q:** One of them is below \(E_1\). I thought Lanczos energies could not fall below the lowest eigenvalue.

**A:** That holds for \(T_k\) and \(T_{k-1}\), which are projections of \(H\), so that their eigenvalues are expectation values of \(H\). The matrix \(T_k^*\) is not a projection, because its last coupling has been changed. Let us see how far this can go. With \(p_j(E)=\det(E-T_j)\), \(p_0=1\) and \(p_{-1}=0\), expansion along the last row gives

\[
p_j=(E-\alpha_j)p_{j-1}-\beta_{j-1}^2p_{j-2}.
\]

For \(T_k^*\) the last squared coupling is \(\beta_{k-1}^2+\beta_k^2\), hence

\[
p_k^*=(E-\alpha_k)p_{k-1}-(\beta_{k-1}^2+\beta_k^2)p_{k-2}=p_k-\beta_k^2p_{k-2}.
\]

Next divide the first form by \(p_{k-1}\). The ratio \(p_{k-2}/p_{k-1}\) is the last diagonal element of \((E-T_{k-1})^{-1}\), so

\[
\frac{p_k^*}{p_{k-1}}=E-\alpha_k-s^2\sum_i\frac{c_i^2}{E-\theta_i},
\]

where \(\theta_i\) are the \(k-1\) eigenvalues of \(T_{k-1}\) and \(c_i\ne0\) are the last components of its eigenvectors. The right side rises from \(-\infty\) to \(+\infty\) in each of the \(k\) intervals separated by the \(\theta_i\). Each interval therefore holds one node of \(T_k^*\). Since all \(\theta_i\) lie inside the spectrum, at most one node can fall below it and at most one above it.

**Q:** Can I tell in advance when that happens?

**A:** There is a sharp criterion, if the end of the spectrum is known. Let \(a\) be the lowest eigenvalue with dipole weight. All zeros of \(p_{k-2}\) lie above \(a\), so \(p_{k-2}(a)\) has the sign \((-1)^{k-2}=(-1)^k\). The polynomial \(p_k^*\) has the sign \((-1)^k\) far below its zeros, and at \(a\) it has the opposite sign if one zero lies below \(a\). Dividing \(p_k^*(a)\) by \(p_{k-2}(a)\) shows that a node lies below \(a\) when

\[
\frac{p_k(a)}{p_{k-2}(a)}<\beta_k^2,
\]

and not otherwise. At the upper end all polynomials are positive far above their zeros, and the same inequality results. The criterion was tested on 40 random discrete measures of 12 points with \(k\) from 2 to 6. Of the 400 end nodes, 225 were outside and 175 inside, and the inequality decided correctly each time. In the exciton model with \(k=20\) the highest node, 3.930 eV, is inside the spectrum, which ends at 3.997 eV.

In a calculation where \(E_1\) is unknown, the practical rule is to take level positions from \(T_k\), whose lowest node is an upper bound to \(E_1\), and to use \(Q\) for the broadened curve.

**Q:** You have shown a case that works. Give me one that does not.

**A:** Some spectra with a gap inside the continuum will do. If the coefficients of an infinite chain settled to constants \(\alpha,\beta\), the chain would differ from a uniform one by terms that vanish at large distance. Such terms can add isolated levels, but the continuum remains the single interval \([\alpha-2\beta,\alpha+2\beta]\). Two separated continua therefore exclude constant limits.

A simple chain for which the rule fails to pay has \(\alpha_j=0\) and couplings alternating between 0.7 and 0.3 eV. A wave with phase \(\phi\) per pair of sites has \(E^2=|0.7+0.3e^{i\phi}|^2\) in eV², so the continua are \(0.4\le|E|\le1.0\) eV. After the join the mirror image supplies \(\hat\beta_{k+1}=\beta_{k-2}=\beta_k\), where the true chain has \(\beta_{k+1}=\beta_{k-1}\). Two equal couplings follow each other, which is a domain wall between the two ways of pairing the sites. The wave reaches it after about \(k\) hops, and the scattered part is back at site 1 after about \(2k\) hops, nearly as early as the echo from the wall of the Gauss rule.

**Q:** How much of the saving survives?

**A:** Very little in this chain. With \(\eta=0.05\) eV and the same tolerance of 0.1% of the peak, the Gauss rule needs 46 steps and the averaged rule 44. The moments agree with this: the first wrong coupling is number \(k+1\), so the first error is at degree \(2k+2\), against \(2k\) for Gauss. The factor of two was shown for a one-dimensional model with one pair band. A single band without a gap does not guarantee it in a three-dimensional crystal, where the coefficients can approach their limits with oscillations. For any BSE matrix, and above all for one whose pair bands form separated groups, I would look at the computed \(\alpha_j\) and \(\beta_j\) before counting on a factor of two. Lasting oscillations are a warning, unless the mirror image continues them correctly. Site energies that alternate between two values, with constant couplings, also open a gap, but there \(\alpha_{k-j}=\alpha_{k+j}\), and the averaged rule is again the Gauss rule of \(2k-1\) steps.

**Q:** Could I instead compare the two rules at the same \(k\) and use their difference as an error estimate?

**A:** For the Gauss curve, yes, when the averaged rule is much the better of the two. At 3.0 eV the difference is \(1.091-0.906=0.185\), and the true Gauss error is \(1.089-0.906=0.183\). At 2.5 eV the difference is 0.187 and the true error 0.148. This is an estimate and not a bound. If both rules err by similar amounts in the same direction, their difference is small and misleading, so a comparison between successive values of \(k\) remains necessary.

**Q:** What else did the derivation assume that a large calculation might violate?

**A:** Two things. First, the vectors \(q_j\) were taken as orthogonal. In the model they were reorthogonalized at each step. Without that, rounding errors destroy the orthogonality in long runs, and the moment statements no longer follow from the argument given here. Second, \(H\) was Hermitian. Beyond the Tamm-Dancoff approximation the matrix is not Hermitian in the ordinary inner product. The construction carries over if an inner product with positive norm is found in which the operator is self-adjoint, because the recurrence and the mirrored chain use no other property. The saving need not carry over. The eigenvalues then come in pairs \(\pm E\) with a gap around zero, so if the start vector has weight on continua of both signs, the coefficients cannot settle to constants. The squared operator, with eigenvalues \(E^2\), does not have this gap. The start vector and the prefactor must then be derived anew. The numerical output below lists the values for the Hermitian case.

## Numbers as computed

```
k points 801; gap 2.0 eV; pair bandwidth 2.0 eV
attraction U 1.0 eV; exchange J 0.1 eV (enters as 2J)
broadening 0.05 eV; dipole length x0 0.1 nm; cell 0.1 nm^3
lowest exciton energy E1 = 1.50590 eV
binding energy = 0.49410 eV
weight of lowest exciton in measure = 0.64162
top of spectrum = 3.99721 eV
alpha_1 = 1.88411 eV, beta_1 = 0.58600 eV
alpha_2 = 2.66047 eV, beta_2 = 0.47916 eV
alpha_3 = 2.66927 eV, beta_3 = 0.48699 eV
alpha_19 = 2.94749 eV, beta_19 = 0.49961 eV
alpha_20 = 2.95011 eV, beta_20 = 0.49965 eV
alpha_60 = 2.98335 eV, beta_60 = 0.49996 eV
moments below use energy scaled to [-1,1], k = 6
Gauss: largest error to degree 11 = 4.4e-16
Gauss: error at degree 12 = 1.95979e-05, formula 1.95979e-05
averaged: largest error to degree 12 = 6.7e-16
averaged: error at degree 13 = 8.89542e-07, formula 8.89542e-07
constant coefficients from r=1, k=6: first missed degree 22
constant coefficients from r=2, k=6: first missed degree 20
constant coefficients from r=3, k=6: first missed degree 18
k=6 lowest node of T_5 = 1.506492 eV, weight 0.32361
k=6 lowest node of T*_6 = 1.505287 eV, weight 0.31794
k=6 node offsets from E1: 5.922e-04, -6.122e-04 eV
random measures: end nodes outside 225, inside 175
k=20: products with H 20, Gauss nodes 20, averaged nodes 39
k=20 highest averaged node = 3.93025 eV
eps2 prefactor = 6.02959 eV
eps2 at 1.5059 eV: full 24.69531, Gauss 24.69531, averaged 24.69531
eps2 at 2.5000 eV: full 1.27500, Gauss 1.12680, averaged 1.31422
eps2 at 3.0000 eV: full 1.08930, Gauss 0.90576, averaged 1.09067
eps2 at 3.5000 eV: full 0.47654, Gauss 0.45035, averaged 0.47462
k=20 max error / peak: Gauss 1.385e-02, averaged 1.939e-03
steps for error 0.1% of peak: Gauss 45, averaged 24
dimerized chain couplings 0.7, 0.3 eV; sites 800
dimerized chain, same tolerance: Gauss 46, averaged 44
shortest time per hop = 0.6582 fs
estimates for k=20: 2k hops 26.33 fs, 4k hops 52.66 fs
signal error first above 0.01: Gauss 22.8 fs, averaged 46.3 fs
static eps-1: averaged rule 2.192749, finite field 2.192743
```
